# Thermal runaway of a transistor at constant current: a numerical check

```python
"""
Result under test: a transistor at constant current I, with on-resistance
R(T) = R0 (T/T0)^2 and a constant thermal resistance Rth to a sink at Ts,
has stable steady states only below the junction temperature T = 2 Ts
(600 K for a 300 K sink). The largest steady current is
Imax = T0 / sqrt(4 Rth R0 Ts).
Symbols: C heat capacity, tau = Rth C, i = I / Imax, T junction temperature.
Units: K, W, A, V, ohm, s, J. Device values are rough, in the regime of a
1200 V silicon carbide power MOSFET on an insulated heat sink.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

Ts = 300.0             # sink temperature
T0 = 300.0             # reference temperature of the resistance
R0 = 0.020             # on-resistance at T0
Rth = 1.0              # junction-to-sink thermal resistance
C = 5.0                # heat capacity
tau = Rth * C
die_area = 25e-6       # m^2
die_thickness = 180e-6  # m
k_die = 370.0          # W/(m K) at 300 K, rough
k_exponent = 1.3       # conductivity falls as T^-1.3, rough


def resistance(T):
    return R0 * (T / T0) ** 2


def fold(current_at, low=305.0, high=1400.0):
    """Junction temperature and value of the largest steady current."""
    best = minimize_scalar(lambda T: -current_at(T), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-6})
    return best.x, -best.fun


def steady_current(T):
    return np.sqrt((T - Ts) / Rth / resistance(T))


# --- end of the steady branch, found by numerical maximization ---
T_fold, I_fold = fold(steady_current)
I_max = T0 / np.sqrt(4 * Rth * R0 * Ts)
assert abs(T_fold - 2 * Ts) < 0.02
assert abs(I_fold / I_max - 1) < 1e-8
for sink, n, r_thermal in [(300, 2, 0.3), (350, 2, 2.0), (300, 3, 1.0),
                           (350, 1.5, 0.7)]:
    T_n, _ = fold(lambda T: np.sqrt(max(T - sink, 0) / r_thermal
                                    / (R0 * (T / T0) ** n)))
    assert abs(T_n - n * sink / (n - 1)) < 0.05


# --- the two steady temperatures, from roots of the heat balance ---
def net_power(T, I):
    return I ** 2 * resistance(T) - (T - Ts) / Rth


def branches(i):
    root = np.sqrt(1 - i ** 2)
    return 2 * Ts / i ** 2 * (1 - root), 2 * Ts / i ** 2 * (1 + root)


for i in (0.5, 0.8, 0.9, 0.99):
    lower, upper = branches(i)
    found_low = brentq(net_power, Ts, 2 * Ts, args=(i * I_max,))
    found_high = brentq(net_power, 2 * Ts, 20 * Ts, args=(i * I_max,))
    assert abs(found_low - lower) < 1e-6
    assert abs(found_high - upper) < 1e-6


# --- dynamics by time integration ---
def evolve(T_start, I, duration, ceiling=3000.0):
    def reached(t, y):
        return y[0] - ceiling
    reached.terminal = True
    return solve_ivp(lambda t, y: [net_power(y[0], I) / C], (0, duration),
                     [T_start], events=reached, rtol=1e-10, atol=1e-10)


i_test = 0.9
lower, upper = branches(i_test)
for start in (Ts, upper - 1):
    end = evolve(start, i_test * I_max, 60 * tau)
    assert abs(end.y[0, -1] - lower) < 1e-3
assert evolve(upper + 1, i_test * I_max, 60 * tau).t_events[0].size == 1

# decay or growth rate read from the motion of a small deviation
kick = 1e-3
for state, sign in ((lower, -1), (upper, 1)):
    later = evolve(state + kick, i_test * I_max, tau).y[0, -1]
    rate = np.log((later - state) / kick) / tau
    assert abs(rate * tau - sign * np.sqrt(1 - i_test ** 2)) < 1e-4
    assert abs(rate * tau - (1 - 2 * Ts / state)) < 1e-4
recovery_time = tau / np.sqrt(1 - i_test ** 2)

# marginal state: slow approach from below, escape from above
below = evolve(2 * Ts - 10, I_max, 100 * tau).y[0, -1]
below_formula = 2 * Ts - 1 / (1 / 10 + 100 / (4 * Ts))
assert abs(below - below_formula) < 1e-3
assert evolve(2 * Ts + 10, I_max, 130 * tau).t_events[0].size == 1

# time of runaway above the largest steady current
i_over, T_hot = 1.05, 900.0
runaway = evolve(Ts, i_over * I_max, 100 * tau, ceiling=T_hot)
runaway_time = runaway.t_events[0][0]
a = i_over ** 2 / (4 * Ts)
D = np.sqrt(i_over ** 2 - 1)
time_formula = 2 * tau / D * (np.arctan((2 * a * T_hot - 1) / D)
                              - np.arctan((2 * a * Ts - 1) / D))
assert abs(runaway_time / time_formula - 1) < 1e-6


# --- heat capacity spread along the path: eigenvalues of a heat ladder ---
def ladder_growth(T, nodes=40):
    link = nodes / Rth
    G = 2 * link * np.eye(nodes)
    G -= link * (np.eye(nodes, k=1) + np.eye(nodes, k=-1))
    G[0, 0] = link
    I, h = steady_current(T), 0.01
    G[0, 0] -= I ** 2 * (resistance(T + h) - resistance(T - h)) / (2 * h)
    return np.linalg.eigvalsh(-G * nodes / C)[-1]


T_ladder = brentq(ladder_growth, 500, 700)
assert ladder_growth(590) < 0 < ladder_growth(610)
assert abs(T_ladder - 2 * Ts) < 1e-3


# --- two equal halves of the die sharing the fixed total current ---
def cell_rates(temps, I):
    cell_R = 2 * resistance(temps)
    voltage = I / np.sum(1 / cell_R)
    return (voltage ** 2 / cell_R - (temps - Ts) / (2 * Rth)) / (C / 2)


def cell_modes(T):
    jac, h = np.zeros((2, 2)), 0.01
    for j in range(2):
        step = h * np.eye(2)[j]
        base = np.array([T, T])
        I = steady_current(T)
        jac[:, j] = (cell_rates(base + step, I)
                     - cell_rates(base - step, I)) / (2 * h)
    even = np.array([1, 1]) @ jac @ np.array([1, 1]) / 2
    uneven = np.array([1, -1]) @ jac @ np.array([1, -1]) / 2
    return even * tau, uneven * tau


for T in (400.0, 600.0, 800.0):
    even, uneven = cell_modes(T)
    assert abs(even - (1 - 2 * Ts / T)) < 1e-5
    assert abs(uneven - (-3 + 2 * Ts / T)) < 1e-5
even_600, uneven_600 = cell_modes(600.0)

# --- effects left out of the model, each taken alone ---
n_alt = 2.4
T_n, I_n = fold(lambda T: np.sqrt((T - Ts) / Rth / (R0 * (T / T0) ** n_alt)))
assert abs(T_n - n_alt * Ts / (n_alt - 1)) < 0.05

share = 0.2            # part of R0 that does not depend on temperature
T_share, I_share = fold(lambda T: np.sqrt(
    (T - Ts) / Rth / ((1 - share) * resistance(T) + share * R0)))
assert abs(T_share - Ts * (1 + 1 / np.sqrt(1 - share))) < 0.05

extra_loss = 30.0      # fixed switching loss
T_extra, I_extra = fold(lambda T: np.sqrt(
    max((T - Ts) / Rth - extra_loss, 0) / resistance(T)))
assert abs(T_extra - 2 * (Ts + Rth * extra_loss)) < 0.05


def conductivity_integral(T_low, T_high, m):
    return quad(lambda T: (300.0 / T) ** m, T_low, T_high,
                epsabs=1e-11, epsrel=1e-12)[0]


def whole_path_fold(m):
    return fold(lambda T: np.sqrt(conductivity_integral(Ts, T, m)
                                  / Rth / resistance(T)))


for m in (0.5, k_exponent):
    formula = Ts * (2 / (1 + m)) ** (1 / (1 - m))
    assert abs(whole_path_fold(m)[0] - formula) < 0.05
T_m1, _ = whole_path_fold(1.0)
assert abs(T_m1 - Ts * np.exp(0.5)) < 0.05
T_path, I_path = whole_path_fold(k_exponent)

R_die = die_thickness / (k_die * die_area)


def die_only_current(T):
    R_rest = Rth - R_die

    def mismatch(P):
        return conductivity_integral(Ts + P * R_rest, T, k_exponent) - P * R_die
    P = brentq(mismatch, 0, (T - Ts) / R_rest)
    return np.sqrt(P / resistance(T))


T_die, I_die = fold(die_only_current)
assert T_path < T_die < 2 * Ts

channel_share, overdrive = 0.3, 15.0   # square-law channel, overdrive in V


def saturating_current(T):
    R = resistance(T)

    def surplus(I):
        inside = max(1 - 2 * channel_share * I * R / overdrive, 0.0)
        volts = (1 - channel_share) * I * R + overdrive * (1 - np.sqrt(inside))
        return I * volts - (T - Ts) / Rth
    return brentq(surplus, 0, overdrive / (2 * channel_share * R), xtol=1e-12)


T_sat, I_sat = fold(saturating_current)

P_fold = (T_fold - Ts) / Rth
V_fold = I_fold * resistance(T_fold)
assert abs(P_fold - I_fold * V_fold) < 1e-6
radiated = const.sigma * die_area * (T_fold ** 4 - Ts ** 4)
gap_eV, m_electron, m_hole = 3.1, 0.77, 1.0   # rough values near 600 K
kT = const.k * T_fold
states = [2 * (2 * np.pi * m * const.m_e * kT / const.h ** 2) ** 1.5
          for m in (m_electron, m_hole)]
n_intrinsic = np.sqrt(states[0] * states[1]) * np.exp(
    -gap_eV * const.e / (2 * kT)) * 1e-6
doping = 1e16          # cm^-3
velocity = I_fold / (die_area * 1e4) / (const.e * doping)
v_saturation = 2e7     # cm/s, rough
blocking = 1200.0      # V
assert radiated < 0.01 * P_fold and n_intrinsic < 1e-3 * doping
assert velocity < 0.1 * v_saturation and V_fold < 0.01 * blocking

T_rated = 448.0
I_rated = steady_current(T_rated)

print(f"Sink temperature {Ts:.0f} K; reference temperature {T0:.0f} K")
print(f"On-resistance at 300 K {R0*1e3:.0f} mohm")
print(f"Thermal resistance {Rth:.1f} K/W; heat capacity {C:.1f} J/K")
print(f"Thermal time constant {tau:.1f} s")
print(f"End of stable branch, by maximization {T_fold:.2f} K")
print(f"Largest steady current {I_fold:.2f} A")
print(f"On-resistance there {resistance(T_fold)*1e3:.1f} mohm")
print(f"Power there {P_fold:.1f} W; voltage there {V_fold:.2f} V")
for i in (0.5, 0.8, 0.9, 0.99):
    lo, hi = branches(i)
    print(f"I/Imax {i:.2f}: I {i*I_max:.2f} A, stable {lo:.1f} K, "
          f"unstable {hi:.1f} K")
print(f"Recovery time at I/Imax 0.90: {recovery_time:.2f} s")
print(f"At Imax, start 590 K, after 100 tau: {below:.2f} K")
print(f"Runaway at I/Imax {i_over:.2f}, 300 K to {T_hot:.0f} K: "
      f"{runaway_time:.1f} s")
print(f"Package limit (rough) {T_rated:.0f} K: current {I_rated:.2f} A, "
      f"I/Imax {I_rated/I_max:.3f}")
print(f"Heat ladder, 40 nodes: stability lost at {T_ladder:.2f} K")
print(f"Two halves at 600 K, rate x tau: even {abs(even_600):.3f}, "
      f"uneven {uneven_600:.3f}")
print("Neglected effects, each alone: limit temperature, limit current")
print(f"Resistance exponent {n_alt}: {T_n:.1f} K, {I_n:.2f} A")
print(f"Constant resistance share {share}: {T_share:.1f} K, {I_share:.2f} A")
print(f"Fixed loss {extra_loss:.0f} W: {T_extra:.1f} K, {I_extra:.2f} A")
print(f"Die: area {die_area*1e6:.0f} mm2, thickness {die_thickness*1e6:.0f} um")
print(f"Die conductivity at 300 K {k_die:.0f} W/(m K), falls as "
      f"T^-{k_exponent}")
print(f"Die thermal resistance at 300 K {R_die:.4f} K/W")
print(f"Falling conductivity, die only: {T_die:.1f} K, {I_die:.2f} A")
print(f"Falling conductivity, whole path: {T_path:.1f} K, {I_path:.2f} A")
print(f"Whole path with exponent 1: {T_m1:.1f} K")
print(f"Channel share {channel_share}, gate overdrive {overdrive:.0f} V")
print(f"Channel saturation: {T_sat:.1f} K, {I_sat:.2f} A")
print(f"Radiation from die face at 600 K {radiated:.3f} W")
print(f"Gap {gap_eV} eV; masses {m_electron}, {m_hole} electron masses")
print(f"Intrinsic density at 600 K {n_intrinsic:.1e} cm^-3; "
      f"doping {doping:.0e} cm^-3")
print(f"Mean carrier velocity {velocity:.1e} cm/s; "
      f"saturation {v_saturation:.0e} cm/s")
print(f"On-state voltage / {blocking:.0f} V blocking rating: "
      f"{V_fold/blocking:.4f}")
print("tests ok")
```

It prints:

```
Sink temperature 300 K; reference temperature 300 K
On-resistance at 300 K 20 mohm
Thermal resistance 1.0 K/W; heat capacity 5.0 J/K
Thermal time constant 5.0 s
End of stable branch, by maximization 600.00 K
Largest steady current 61.24 A
On-resistance there 80.0 mohm
Power there 300.0 W; voltage there 4.90 V
I/Imax 0.50: I 30.62 A, stable 321.5 K, unstable 4478.5 K
I/Imax 0.80: I 48.99 A, stable 375.0 K, unstable 1500.0 K
I/Imax 0.90: I 55.11 A, stable 417.9 K, unstable 1063.6 K
I/Imax 0.99: I 60.62 A, stable 525.8 K, unstable 698.5 K
Recovery time at I/Imax 0.90: 11.47 s
At Imax, start 590 K, after 100 tau: 594.55 K
Runaway at I/Imax 1.05, 300 K to 900 K: 64.5 s
Package limit (rough) 448 K: current 57.60 A, I/Imax 0.941
Heat ladder, 40 nodes: stability lost at 600.00 K
Two halves at 600 K, rate x tau: even 0.000, uneven -2.000
Neglected effects, each alone: limit temperature, limit current
Resistance exponent 2.4: 514.3 K, 54.21 A
Constant resistance share 0.2: 635.4 K, 66.53 A
Fixed loss 30 W: 660.0 K, 58.39 A
Die: area 25 mm2, thickness 180 um
Die conductivity at 300 K 370 W/(m K), falls as T^-1.3
Die thermal resistance at 300 K 0.0195 K/W
Falling conductivity, die only: 584.0 K, 60.43 A
Falling conductivity, whole path: 478.0 K, 50.68 A
Whole path with exponent 1: 494.6 K
Channel share 0.3, gate overdrive 15 V
Channel saturation: 590.1 K, 60.76 A
Radiation from die face at 600 K 0.172 W
Gap 3.1 eV; masses 0.77, 1.0 electron masses
Intrinsic density at 600 K 5.6e+06 cm^-3; doping 1e+16 cm^-3
Mean carrier velocity 1.5e+05 cm/s; saturation 2e+07 cm/s
On-state voltage / 1200 V blocking rating: 0.0041
tests ok
```
